# The Lee-Heller Time-Domain Formula for Resonance Raman Amplitudes: a numerical check

```python
"""Lee-Heller half-Fourier formula and Savin's rule (Hartree atomic units).
Tests: (A) sum over states vs wave-packet propagation (anharmonic, non-Condon);
coherent-state overlaps, transform relation, short-time amplitude and its bound,
Gaussian (Faddeeva) limit, preresonance expansion, gradient rule, failure case."""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import simpson
from scipy.special import wofz
from scipy.constants import physical_constants as pc

CM = pc['hartree-inverse meter relationship'][0] / 100
EV = pc['Hartree energy in eV'][0]
FS = pc['atomic unit of time'][0] * 1e15
R2 = np.sqrt(2.0)
def rel(a, b): return abs(a - b) / abs(b)
def c(z): return f"{z.real:.3f}{z.imag:+.3f}i"
def row(x, f=".4f"): return ", ".join(format(v, f) for v in x)

# ---------- (A) one anharmonic mode, mu(q) not constant ----------
N, w0, we, d1, E0a, Ga = 128, 0.005, 0.004, 1.5, 0.10, 0.002
q = np.linspace(-12, 12, N, endpoint=False)
tk = 0.5 * w0 * (2 * np.pi * np.fft.fftfreq(N, q[1] - q[0]))**2
T = np.fft.ifft(tk[:, None] * np.fft.fft(np.eye(N), axis=0), axis=0).real
Vg = 0.1 * (1 - np.exp(-np.sqrt(w0 / 0.2) * q))**2
Ve = we**2 / (2 * w0) * (q - d1)**2 + 2e-5 * (q - d1)**4   # without E0a
def lowest_two(V):
    e, u = eigh(T + np.diag(V))
    return e[0], u[:, 0], u[:, 1] * np.sign(u[:, 1] @ (q * u[:, 0]))
Ei, x0, x1 = lowest_two(Vg)
ev, uv = eigh(T + np.diag(Ve))
muq = 2.0 * (1 + 0.1 * q)
dt, nst = 1.0, 12500
hV, eT = np.exp(-0.5j * dt * Ve), np.exp(-1j * dt * tk)
psi, corr = (muq * x0).astype(complex), np.empty(nst + 1, complex)
for n in range(nst + 1):
    corr[n] = (muq * x1) @ psi
    psi = hV * np.fft.ifft(eT * np.fft.fft(hV * psi))
ts = dt * np.arange(nst + 1)
print("1D test: w=0.005, De=0.1, we=0.004, Delta=1.5, quartic 2e-5, E0=0.1, Gamma=0.002 Eh")
print("1D test: mu(q)=2(1+0.1q) e a0")
for wL in (0.08, 0.103, 0.115):
    sos = np.sum(((muq * x1) @ uv) * ((muq * x0) @ uv) / (E0a + ev - Ei - wL - 1j * Ga))
    y = np.exp(1j * (Ei + wL - E0a) * ts - Ga * ts) * corr
    lh = 1j * (simpson(y.real, dx=dt) + 1j * simpson(y.imag, dx=dt))
    assert rel(lh, sos) < 1e-4          # Strang step error ~ (w dt)^2
    print(f"1D wL={wL} Eh: alpha_10 states {c(sos)}, packet {c(lh)} a.u.")
# gradient rule, mu=1; large D is a formal test of the resolvent expansion
V10, V00 = x1 @ ((Ve - Vg) * x0), x0 @ ((Ve - Vg) * x0)
err = [rel(D**2 * np.sum((x1 @ uv) * (x0 @ uv) / (ev - Ei - V00 + D)), -V10) for D in (5., 10.)]
assert err[0] < 0.01 and 1.8 < err[0] / err[1] < 2.2
_, h0, h1 = lowest_two(0.5 * w0 * q**2)
g10 = -h1 @ ((we**2 / (2 * w0) * (q - d1)**2 - 0.5 * w0 * q**2) * h0)
assert rel(g10, we**2 * d1 / (w0 * R2)) < 1e-8
print(f"gradient rule rel. error at D=5,10 Eh: {row(err, '.2e')}")
print(f"harmonic pair: -<1|V|0> = {g10:.6f} Eh = we^2 Delta/(w sqrt2)")

# ---------- displaced oscillators ----------
om, De = np.array([0.0070, 0.0045, 0.0020]), np.array([1.5, 2.0, 4.0])
E0, G, mu = 0.10, 0.002, 2.0
S = De**2 / 2; EVert = E0 + S @ om; sig = np.sqrt(S @ om**2)

def mode(w, d, keep, nb=250):
    """diagonalize the displaced oscillator in the ground number basis"""
    n = np.arange(nb); off = np.sqrt(n[1:] / 2.0)
    e, u = eigh(np.diag(w * n + w * d * d / 2) - w * d * (np.diag(off, 1) + np.diag(off, -1)))
    return e[:keep], u[0, :keep]**2, u[1, :keep] * u[0, :keep]
def states(om, De):
    m = [mode(w, d, k) for w, d, k in zip(om, De, (30, 35, 55))]
    E = E0 + m[0][0][:, None, None] + m[1][0][None, :, None] + m[2][0][None, None, :]
    W = [np.einsum('a,b,c->abc', *[m[j][2 if j == k else 1] for j in range(3)]) for k in range(4)]
    return E, W                          # W[3] is the Rayleigh weight
E, W = states(om, De)
def a_sos(k, wL, E=E, W=W, G=G): return mu**2 * np.sum(W[k] / (E - wL - 1j * G))

xg, wg = np.polynomial.legendre.leggauss(12)
t = (20.0 * np.arange(1000)[:, None] + 10.0 * (xg + 1)).ravel(); wt = np.tile(10.0 * wg, 1000)
def Cf(t, om, De):
    x = np.outer(om, t); s = (De**2 / 2)[:, None]
    return np.exp(np.sum(-2 * s * np.sin(x / 2)**2 + 1j * s * (x - np.sin(x)), axis=0))
def half(f, dl): return 1j * mu**2 * np.sum(wt * f * np.exp(1j * dl * t - G * t))
def beta(k, t, om, De): return De[k] / R2 * (1 - np.exp(-1j * om[k] * t))
def dPhiG(dl):
    z = (dl + 1j * G) / (R2 * sig)
    return 1j * mu**2 * np.sqrt(np.pi) / (2 * sig**2) * (-2 * z * wofz(z) + 2j / np.sqrt(np.pi))

for tt in (30., 150., 900., 3100.):      # overlaps: numerical states vs closed form
    ph, Ct = np.exp(-1j * (E - EVert) * tt), Cf(np.array([tt]), om, De)[0]
    assert abs(np.sum(W[3] * ph) - Ct) < 1e-10
    for k in range(3):
        assert abs(np.sum(W[k] * ph) - beta(k, tt, om, De) * Ct) < 1e-10

print(f"omega = {row(om)} Eh = {row(om * CM, '.1f')} cm^-1")
print(f"Delta = {row(De, '.2f')}; S = {row(S, '.3f')}; mu = {mu} e a0")
print(f"E0 = {E0} Eh = {E0*EV:.3f} eV; Gamma = {G} Eh = {G*CM:.1f} cm^-1")
print(f"E_V = {EVert:.6f} Eh = {EVert*EV:.3f} eV")
print(f"sigma^2 = {sig**2:.5e} Eh^2; sigma = {sig:.6f} Eh = {sig*CM:.1f} cm^-1")
print(f"1/sigma = {1/sig:.1f} a.u. = {FS/sig:.2f} fs; omega/sigma = {row(om/sig, '.3f')}")
print(f"periods = {row(2*np.pi/om, '.0f')} a.u.; omega*Delta = {row(om*De)} Eh")
sav = (om * De)**2 / (om[2] * De[2])**2
print(f"Savin ratios 1/3, 2/3: {row(sav[:2])}")
C = Cf(t, om, De)
M2 = np.sum(wt * t**2 * abs(C) * np.exp(-G * t))
for dl in (0.0, -sig, -0.05):
    wL = EVert + dl
    P1, P2 = half(1j * t * C, dl), half(-t**2 * C, dl)
    h = 1e-5
    assert rel(half(C, dl), a_sos(3, wL)) < 1e-9
    assert rel((a_sos(3, wL + h) - a_sos(3, wL - h)) / (2 * h), P1) < 1e-4   # O(h^2)
    assert rel(half(1j * t * np.exp(-sig**2 * t**2 / 2), dl), dPhiG(dl)) < 1e-9
    a = np.array([a_sos(k, wL) for k in range(3)]); aS = om * De / R2 * P1
    tau = mu**2 * M2 / abs(P1)
    for k in range(3):
        assert rel(half(beta(k, t, om, De) * C, dl), a[k]) < 1e-9
        assert rel(De[k] / R2 * (half(C, dl) - half(C, dl - om[k])), a[k]) < 1e-9
        assert rel(a[k], aS[k]) <= om[k] * tau / 2
    r = abs(a)**2 / abs(a[2])**2
    print(f"--- delta = {dl:.6f} Eh, wL = {wL:.6f} Eh = {wL*EV:.3f} eV")
    print(f"Phi = {c(half(C, dl))} a.u.; Phi' = {c(P1)}; Gaussian Phi' = {c(dPhiG(dl))} a.u.")
    print(f"Phi''/Phi' = {c(P2/P1)} 1/Eh; tau = {tau:.1f} a.u.")
    print("alpha_k exact = " + ", ".join(c(z) for z in a) + " a.u.")
    print("alpha_k Savin = " + ", ".join(c(z) for z in aS) + " a.u.")
    print(f"rel. deviation {row(abs(a/aS-1), '.3f')}; bound {row(om*tau/2, '.3f')}")
    print(f"|alpha|^2 ratios 1/3, 2/3: exact {row(r[:2])}")
    print(f"first-order ratios: {row((sav*(1-(om-om[2])*(P2/P1).real))[:2])}")
    print(f"wS^3 factors {row((((wL-om)/(wL-om[2]))**3)[:2])}; "
          f"intensity ratios {row((r*((wL-om)/(wL-om[2]))**3)[:2])}")

# preresonance expansion: remainder must fall as D^-3
for k in range(3):
    res = []
    for Dr in (2., 4.):
        D = Dr - 1j * G
        res.append(abs(a_sos(k, EVert - Dr) * R2 * D**2 / (mu**2 * om[k] * De[k])
                       - (1 - om[k] / D + (3 * sig**2 + om[k]**2) / D**2)))
    assert 7.5 < res[0] / res[1] < 8.5
D = 0.05 - 1j * G
ser = mu**2 * om * De / (R2 * D**2) * (1 - om / D + (3 * sig**2 + om**2) / D**2)
print("D=0.05-0.002i Eh, three-term series alpha_k = " + ", ".join(c(z) for z in ser) + " a.u.")

# scaling limit omega -> lam*omega, Delta -> Delta/lam (sigma, Gamma fixed)
eS, eG = [], []
for lam in (0.02, 0.01):
    o, d = lam * om, De / lam; Cl = Cf(t, o, d); small = (o[0] / sig)**2
    for dl in (0.0, -sig):
        P1, P2 = half(1j * t * Cl, dl), half(-t**2 * Cl, dl)
        a = np.array([half(beta(k, t, o, d) * Cl, dl) for k in range(3)])
        dev = abs(a[0] / a[2])**2 / sav[0] - 1
        if dl == 0.0:
            eS.append(abs(a / (o * d / R2 * P1) - 1)); eG.append(rel(P1, dPhiG(dl)))
            assert abs(dev) < small
        else:
            assert abs(dev + (o[0] - o[2]) * (P2 / P1).real) < 5 * small
        print(f"lambda={lam}, delta={dl:.4f} Eh: ratio 1/3 over Savin minus 1 = {dev:.2e}")
assert np.all(abs(eS[0] / eS[1] - 2) < 0.1) and abs(eG[0] / eG[1] - 2) < 0.1
print(f"amplitude error mode 1, lambda=0.02,0.01: {eS[0][0]:.2e}, {eS[1][0]:.2e}")
print(f"Gaussian Phi' error, lambda=0.02,0.01: {row(eG, '.2e')}")

# failure: sharp 0-0 resonance gives Delta^2, not omega^2 Delta^2
d2, G2 = np.array([0.3, 0.4, 0.5]), 1e-4
E2, W2 = states(om, d2)
a = np.array([a_sos(k, E0, E2, W2, G2) for k in range(3)]); r = abs(a / a[2])**2
assert np.all(abs(r / (d2 / d2[2])**2 - 1) < 0.02)      # corrections ~ (Gamma/omega)^2
print(f"sharp case: Delta = {row(d2, '.1f')}, Gamma = {G2} Eh, wL = E0")
print(f"sharp ratios 1/3, 2/3: exact {row(r[:2])}; Delta^2 {row(((d2/d2[2])**2)[:2])}")
print(f"sharp Savin ratios: {row(((om*d2/(om[2]*d2[2]))**2)[:2])}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
1D test: w=0.005, De=0.1, we=0.004, Delta=1.5, quartic 2e-5, E0=0.1, Gamma=0.002 Eh
1D test: mu(q)=2(1+0.1q) e a0
1D wL=0.08 Eh: alpha_10 states 50.323+6.672i, packet 50.323+6.672i a.u.
1D wL=0.103 Eh: alpha_10 states -679.010-7.597i, packet -679.010-7.597i a.u.
1D wL=0.115 Eh: alpha_10 states 56.355-67.335i, packet 56.355-67.335i a.u.
gradient rule rel. error at D=5,10 Eh: 6.33e-04, 3.17e-04
harmonic pair: -<1|V|0> = 0.003394 Eh = we^2 Delta/(w sqrt2)
omega = 0.0070, 0.0045, 0.0020 Eh = 1536.3, 987.6, 438.9 cm^-1
Delta = 1.50, 2.00, 4.00; S = 1.125, 2.000, 8.000; mu = 2.0 e a0
E0 = 0.1 Eh = 2.721 eV; Gamma = 0.002 Eh = 438.9 cm^-1
E_V = 0.132875 Eh = 3.616 eV
sigma^2 = 1.27625e-04 Eh^2; sigma = 0.011297 Eh = 2479.4 cm^-1
1/sigma = 88.5 a.u. = 2.14 fs; omega/sigma = 0.620, 0.398, 0.177
periods = 898, 1396, 3142 a.u.; omega*Delta = 0.0105, 0.0090, 0.0080 Eh
Savin ratios 1/3, 2/3: 1.7227, 1.2656
--- delta = 0.000000 Eh, wL = 0.132875 Eh = 3.616 eV
Phi = -37.696+384.345i a.u.; Phi' = -23714.146-6584.856i; Gaussian Phi' = -25270.436+0.000i a.u.
Phi''/Phi' = -109.957+56.084i 1/Eh; tau = 290.3 a.u.
alpha_k exact = -187.028+24.653i, -162.614-0.259i, -142.806-18.738i a.u.
alpha_k Savin = -176.069-48.890i, -150.916-41.906i, -134.147-37.250i a.u.
rel. deviation 0.407, 0.276, 0.147; bound 1.016, 0.653, 0.290
|alpha|^2 ratios 1/3, 2/3: exact 1.7155, 1.2747
first-order ratios: 2.6697, 1.6135
wS^3 factors 0.8897, 0.9438; intensity ratios 1.5263, 1.2030
--- delta = -0.011297 Eh, wL = 0.121578 Eh = 3.308 eV
Phi = 220.107+286.388i a.u.; Phi' = -13683.246+19684.859i; Gaussian Phi' = -8444.139+18954.876i a.u.
Phi''/Phi' = -36.413-25.042i 1/Eh; tau = 298.0 a.u.
alpha_k exact = -34.799+160.934i, -50.124+141.065i, -64.222+124.193i a.u.
alpha_k Savin = -101.593+146.153i, -87.080+125.274i, -77.404+111.354i a.u.
rel. deviation 0.384, 0.263, 0.136; bound 1.043, 0.670, 0.298
|alpha|^2 ratios 1/3, 2/3: exact 1.3868, 1.1465
first-order ratios: 2.0363, 1.3808
wS^3 factors 0.8797, 0.9386; intensity ratios 1.2201, 1.0761
--- delta = -0.050000 Eh, wL = 0.082875 Eh = 2.255 eV
Phi = 84.124+3.745i a.u.; Phi' = 1863.796+176.117i; Gaussian Phi' = 1931.474+206.011i a.u.
Phi''/Phi' = 46.993+2.622i 1/Eh; tau = 3816.0 a.u.
alpha_k exact = 11.905+1.033i, 10.738+0.958i, 10.073+0.927i a.u.
alpha_k Savin = 13.838+1.308i, 11.861+1.121i, 10.543+0.996i a.u.
rel. deviation 0.140, 0.095, 0.045; bound 13.356, 8.586, 3.816
|alpha|^2 ratios 1/3, 2/3: exact 1.3954, 1.1356
first-order ratios: 1.3179, 1.1169
wS^3 factors 0.8258, 0.9101; intensity ratios 1.1523, 1.0336
D=0.05-0.002i Eh, three-term series alpha_k = 12.195+1.075i, 10.842+0.963i, 10.027+0.901i a.u.
lambda=0.02, delta=0.0000 Eh: ratio 1/3 over Savin minus 1 = 9.93e-07
lambda=0.02, delta=-0.0113 Eh: ratio 1/3 over Savin minus 1 = -3.45e-03
lambda=0.01, delta=0.0000 Eh: ratio 1/3 over Savin minus 1 = 2.48e-07
lambda=0.01, delta=-0.0113 Eh: ratio 1/3 over Savin minus 1 = -1.72e-03
amplitude error mode 1, lambda=0.02,0.01: 7.31e-03, 3.66e-03
Gaussian Phi' error, lambda=0.02,0.01: 4.71e-03, 2.36e-03
sharp case: Delta = 0.3, 0.4, 0.5, Gamma = 0.0001 Eh, wL = E0
sharp ratios 1/3, 2/3: exact 0.3610, 0.6415; Delta^2 0.3600, 0.6400
sharp Savin ratios: 4.4100, 3.2400
ALL CHECKS PASSED
```
